# Uehling s-level shift beyond contact order, compared with Wichmann–Kroll

**Question**

I treated the Uehling potential of a hydrogenlike atom as a contact interaction and got the coefficient $-4/15$ for an $ns$ level. How do I get the next power of $Z\alpha$? Does relativity enter there? I would also like to compare it with the Wichmann–Kroll term, quoted as $(19/45-\pi^2/27)(Z\alpha)^2$, but I cannot see where that number comes from or whether it is the next correction after mine.

**Answer**

Take a point nucleus of infinite mass, $\hbar=c_{\rm light}=m=1$, and $x=Z\alpha$. Write each shift as
$$\Delta E=\frac{\alpha}{\pi}\frac{x^4}{n^3}F .$$
I treat one vacuum-polarization loop in first order.

### The next Uehling term

The one-loop potential energy of the electron is
$$V_U=-\frac{2\alpha x}{3\pi r}\int_1^\infty\!dt\,w(t)e^{-2rt},\qquad w=\sqrt{t^2-1}\left(\frac1{t^2}+\frac1{2t^4}\right).$$
Its range is of order one Compton wavelength, while the atom has size $1/x$. We therefore need the density near the nucleus. In the $s$-wave equation $\psi''+2\psi'/r+2(\varepsilon+x/r)\psi=0$, cancellation of the $1/r$ terms gives $\psi'(0)=-x\psi(0)$. For every $n$,
$$|\psi|^2=\frac{x^3}{\pi n^3}\,[1-2xr+O(x^2r^2)].$$
The radial integrals are $4\pi\int r e^{-2rt}dr=\pi/t^2$ and $4\pi\int r^2e^{-2rt}dr=\pi/t^3$, so
$$F_U=-\frac23\int_1^\infty w\left(t^{-2}-2xt^{-3}\right)dt+\dots$$
With $t=\sec\theta$, $\sqrt{t^2-1}\,t^{-s}dt=\sin^2\theta\cos^{s-3}\theta\,d\theta$. Hence
$$\int wt^{-2}dt=\frac13+\frac12\cdot\frac2{15}=\frac25,\qquad \int wt^{-3}dt=\frac{\pi}{16}+\frac12\cdot\frac{\pi}{32}=\frac{5\pi}{64},$$
$$\boxed{F_U=-\frac4{15}+\frac{5\pi}{48}x+O(x^2\ln x)} .$$
The new term is positive because the density falls away from the nucleus, which weakens the attraction.

To see where relativity enters, use the Dirac $1s$ density, proportional to $r^{2\gamma-2}e^{-2xr}$ with $\gamma=\sqrt{1-x^2}$. Normalization gives $\langle e^{-2rt}/r\rangle=(x/\gamma)[x/(x+t)]^{2\gamma}$, and therefore
$$F_U(1s)=-\frac23\frac{x^{2\gamma-2}}{\gamma}\int_1^\infty w\,(t+x)^{-2\gamma}dt .$$
Since $\gamma=1-x^2/2+\dots$, relativity first changes $F_U$ at $x^2\ln x$. The $x^2$ part is
$$-\frac23x^2\left[\frac25\left(\frac12-\ln x\right)+3\int wt^{-4}dt+\int wt^{-2}\ln t\,dt\right].$$
The first integral is $2/15+4/105=6/35$. For the second put $v=\sin\theta$ and integrate by parts:
$$\int_0^1v^2\ln(1-v^2)dv=-\frac89+\frac23\ln2,\quad \int_0^1v^4\ln(1-v^2)dv=-\frac{46}{75}+\frac25\ln2 .$$
Thus $\int wt^{-2}\ln t\,dt=-\frac14\int(3v^2-v^4)\ln(1-v^2)dv=\frac{77}{150}-\frac25\ln2$, and the $x^2$ part becomes
$$x^2\left[-\frac2{15}\ln x^{-2}+\frac4{15}\ln2-\frac{1289}{1575}\right].$$
Wichmann–Kroll has to be compared with this as well.

### Wichmann–Kroll: reduction to a radial moment

The Uehling charge is linear in the nuclear field; the leading Wichmann–Kroll charge is cubic. The vacuum number density is $N=\int\frac{du}{2\pi}\,{\rm tr}\langle\mathbf r|(iu-H)^{-1}|\mathbf r\rangle$, because the symmetric integral of $1/(iu-\varepsilon)$ gives $-\frac12{\rm sgn}\,\varepsilon$. The total cubic charge is zero by charge conservation, so the Fourier transform of $N$ starts as $-\frac{p^2}{6}\int r^2N\,d^3r$. Multiplication by $4\pi\alpha/p^2$ gives
$$\int V\,d^3r=-\frac{2\pi\alpha}{3}\int r^2N\,d^3r .$$
A compensating point charge at the origin does not affect this moment.

Let $M_kx^3$ be half the cubic moment $\int du\int dr\,r^2A$ summed over $\kappa=\pm k$, where $A$ is the radial Green-function trace. With $2k$ magnetic states for each $\kappa$, $\int r^2N\,d^3r=(2x^3/\pi)\sum_k kM_k$. Multiplying by the contact density yields
$$F_{WK}=-\frac43x^2\sum_{k=1}^\infty kM_k .$$

### Solving one partial wave

Let $W=E+x/r$, $c=\sqrt{1-E^2}$ and
$$g'=-\kappa g/r+(1+W)f,\qquad f'=\kappa f/r+(1-W)g .$$
Let $(g,f)$ be regular at zero and $(\tilde g,\tilde f)$ decay at infinity. Divide $g\tilde g+f\tilde f$, $g\tilde g-f\tilde f$ and $g\tilde f+f\tilde g$ by the constant $g\tilde f-f\tilde g$ to define $A,B,C$. The product rule gives
$$A'=-\frac{2\kappa}{r}B+2C,\quad B'=-\frac{2\kappa}{r}A+2WC,\quad C'=2A-2WB .$$
Seek $\Phi=\sum_{s=0}^3r^s(a_sA+b_sB+d_sC)$ with $\Phi'=(r^2-q)A$. Matching powers requires
$$\begin{aligned}(s+1)a_{s+1}-2\kappa b_{s+1}+2d_s&=\delta_{s2}-q\delta_{s0},\\(s+1)b_{s+1}-2\kappa a_{s+1}-2Ed_s-2xd_{s+1}&=0,\\(s+1)d_{s+1}+2a_s+2Eb_s+2xb_{s+1}&=0.\end{aligned}$$
Solving downward from $s=3$ gives
$$\begin{aligned}&a_3=-\tfrac{E^2}{3c^2},\ b_3=\tfrac{E}{3c^2},\ d_3=0,\ d_2=\tfrac{3+2\kappa E}{6c^2},\\&a_2=-\tfrac{5xE}{6c^4},\ b_2=\tfrac{x(2E^2+3)}{6c^4},\ d_1=\tfrac{x[\kappa(2E^2+3)+5E]}{6c^4},\\&b_1=\tfrac{10x^2E+\kappa(11E^2-6)+\kappa^2E(6E^2-1)}{6c^4},\ a_1=-Eb_1-d_2-xb_2,\\&b_0=0,\ d_0=\kappa\left(b_1+\tfrac{d_1}{2x}\right),\ a_0=-\tfrac{xd_0}{\kappa},\end{aligned}$$
$$q=\frac{x^2(2E^2+\frac12)}{c^4}+\frac{1-\kappa^2-3\kappa E-2\kappa^2E^2}{2c^2}.$$
Thus $\int_0^Rr^2A\,dr=qT+\Phi(R)-\Phi(0)$, with $T=\int_0^RA\,dr$.

**The integral $T$.** Give the regular solution an $E$-independent start at $r=0$. Differentiating its equations with respect to $E$ gives $(\tilde g\,\partial_Ef-\tilde f\,\partial_Eg)'=-(g\tilde g+f\tilde f)$. At large $R$, $(g,f)\to K(1,\tau)$ and $(\tilde g,\tilde f)\propto(1,-\tau)$, where $\tau=c/(1+E)$. Therefore
$$T=\partial_E\ln K+\frac{\partial_E\tau}{2\tau}=\partial_E\ln K-\frac1{2c^2}.$$
To find $K$, set $\lambda=\sqrt{\kappa^2-x^2}$, $\nu=xE/c$, $\mu=x/c$, $\delta=\lambda-\nu$, $z=2cr$ and
$$g=\sqrt{1+E}\,r^\lambda e^{-cr}(P+Q),\qquad f=-\sqrt{1-E}\,r^\lambda e^{-cr}(P-Q).$$
The radial equations become
$$zP'=-\delta P+(\mu-\kappa)Q,\qquad zQ'=(z-\lambda-\nu)Q-(\mu+\kappa)P .$$
Put $P=(\mu-\kappa)M$. Then $Q=zM'+\delta M$, and $\mu^2-\kappa^2=\nu^2-\lambda^2$ reduces the second equation to Kummer's, $zM''+(2\lambda+1-z)M'-\delta M=0$. Its regular solution has $Q\sim\Gamma(2\lambda+1)e^zz^{-\lambda-\nu}/\Gamma(\delta)$. Dividing by the starting amplitude,
$$K=\frac{\Gamma(2\lambda+1)\,e^{cR}(2cR)^{-\nu}(2c)^{-\lambda}}{\Gamma(\delta)(\mu-\kappa+\delta)}.$$
Because $(\mu+\delta)^2-\kappa^2=2\delta(\mu-\nu)$ and $\partial_E(\mu-\nu)=-(\mu-\nu)/c^2$, the last factor contributes $(\mu+\kappa+\delta)/(2c^2\delta)$ to $\partial_E\ln K$. Up to terms vanishing as $R\to\infty$,
$$T=-\frac{ER}{c}-\frac{x}{c^3}\ln(2cR)+\frac{(\nu+\lambda)E}{c^2}+\frac{x}{c^3}\left[\psi(\delta)+\frac1{2\delta}\right]+\frac{\kappa}{2c^2\delta},$$
where $\psi$ is now the digamma function.

**The end values.** Finite $A,B,C$ at the origin require $B(0)=0$ and $C(0)=\kappa A(0)/x$. With $B^2+C^2-A^2=1$ and the sign of the Green function, $A(0)=-x/\lambda$. Then $-\Phi(0)=\lambda d_0/\kappa$ is even in $x$ and has no cubic part.

At infinity, a term $r^{-j}$ in $A$ or $B$ carries at most $x^j$. The terms with this maximal power come from $A=-W/\sqrt{1-W^2}$ and $B=-1/\sqrt{1-W^2}$. Each term in $C$ contains a derivative or $\kappa/r$, so it has one power of $x$ too few. The constant cubic contributions to $\Phi(R)$ from $s=3,2,1,0$ are
$$-\frac{E^2}{3c^7},\quad\frac{4E^2-3}{12c^7},\quad\frac{E^2/3+1/2}{c^7},\quad\frac{5E^2}{3c^5},$$
with sum $L=(\frac14+2E^2-\frac53E^4)/c^7$.

### Cubic part and energy integral

Let $G(k)=\psi(k)+1/(2k)$. From $\delta=k-xE/c-x^2/(2k)+\dots$, the $x^2$ part of $G(\delta)$ is $-G'/(2k)+E^2G''/(2c^2)$, and the $x^3$ part of $1/\delta$ is $E/(c^3k^4)$. Half the sum over $\kappa=\pm k$ is therefore
$$\begin{aligned}&\frac{2E^2+\frac12}{c^7}\left[E^2+G-\ln(2cR)\right]-\frac{3E^2}{4c^7k^2}+L\\&+\frac{1-k^2(1+2E^2)}{2c^5}\left[-\frac{G'}{2k}+\frac{E^2G''}{2c^2}\right].\end{aligned}$$
Now $E=iu$ and $c^2=1+u^2$. The integrals of $c^{-3},c^{-5},c^{-7}$ over all $u$ are $2,\frac43,\frac{16}{15}$; those of $u^2c^{-5},u^2c^{-7},u^4c^{-7}$ are $\frac23,\frac4{15},\frac25$.

Since $(\frac12-2u^2)c^{-7}=\frac{d}{du}(\frac12uc^{-5})$, the terms in $\ln R$ and $G$ vanish. Integration by parts of $-\ln c$ leaves $\frac12\cdot\frac4{15}=\frac2{15}$. The other constants are $(\frac14+\frac52E^2+\frac13E^4)/c^7$ and give $\frac4{15}-\frac23+\frac2{15}=-\frac4{15}$. The remaining terms integrate directly:
$$M_k=-\frac2{15}-\frac{G'(k)}{3k}-\frac{(1+2k^2)G''(k)}{15}+\frac1{5k^2}.$$

We took $R\to\infty$ before summing over $k$. At large $r$, shifting the $u$ contour removes an undifferentiated potential from the local expansion. Every surviving cubic term has a derivative on each potential factor. Each such factor falls at least as $r^{-2}$, so the $u$ integral of $r^2A$ falls at least as $r^{-4}$. Terms with $k\gg r$ are suppressed by powers of $r/k$, so the sum with weight $k$ adds a factor of order $r^2$. The tail beyond $R$ is then at most of order $1/R$ and vanishes. This asymptotic argument permits the interchange.

### The partial-wave sum

Inserting $G$ gives
$$kM_k=-\frac{2k+2}{15}-\frac{\psi'(k)}3-\frac{(k+2k^3)\psi''(k)}{15}+\frac1{5k}+\frac1{10k^2}.$$
Use $\psi'(k)=\sum_{j\ge k}j^{-2}$ and $\psi''(k)=-2\sum_{j\ge k}j^{-3}$. Let $H=\sum_{j\le J}j^{-1}$, $H_2=\sum_{j\le J}j^{-2}$ and $S(J)=\sum_{k\le J}(k+2k^3)=\frac12(J^4+2J^3+2J^2+J)$. Interchanging finite sums,
$$\sum_{k\le J}\psi'(k)=H+J\sum_{j>J}j^{-2},$$
$$-\sum_{k\le J}(k+2k^3)\psi''(k)=\sum_{j\le J}\left(j+2+\frac2j+\frac1{j^2}\right)+2S(J)\sum_{j>J}j^{-3}.$$
The coefficient of $H$ is $-\frac13+\frac15+\frac2{15}=0$; that of $H_2$ is $\frac1{10}+\frac1{15}=\frac16$. With $\sum_{j>J}j^{-3}=\frac1{2J^2}-\frac1{2J^3}+\frac1{4J^4}+\dots$, the powers of $J$ cancel. The constants are $-\frac13$ from $\psi'$ and $\frac1{15}\cdot\frac14$ from $\psi''$. Thus
$$\sum_{k=1}^\infty kM_k=\frac{\pi^2}{36}-\frac{19}{60},\qquad \boxed{F_{WK}=\left(\frac{19}{45}-\frac{\pi^2}{27}\right)x^2}.$$

### What the comparison says

Numerically, $5\pi/48=0.32725$ and the Wichmann–Kroll coefficient is $0.05668$, so
$$\frac{F_{WK}}{(5\pi/48)x}=0.1732\,x .$$
Both terms are positive and reduce the downward shift. Formal equality would need $x=5.77$, outside the point-nucleus $1s$ domain $x<1$.

In this infinite-mass model the common scale for hydrogen $1s$ is $813.86$ MHz. The Uehling terms are
$$-217.03+1.94-0.08=-215.17\ \text{MHz},$$
in agreement with the full first-order Uehling value at this precision. The leading Wichmann–Kroll term is $+0.0025$ MHz. It is about $0.13\%$ of the $5\pi x/48$ term, and the Uehling $x^2$ terms are about 34 times larger in magnitude and negative. Wichmann–Kroll is thus neither the next correction in power nor the largest one at its own order. These values cover the electron loop in first order only. They omit the electron self-energy, which dominates the hydrogen Lamb shift, as well as recoil, nuclear size, second-order Uehling, two-loop effects, and muon and hadron loops. Several of these exceed the Wichmann–Kroll term. The reduced-mass factor $(1+m/m_p)^{-3}$ changes the contact term by $+0.35$ MHz. The muon loop, the contact term times $(m/m_\mu)^2$, is $-0.0051$ MHz. The two-loop polarization, with the literature coefficient $-\frac{82}{81}\frac{\alpha}{\pi}$ in $F$, is about $-1.91$ MHz, as large as the $5\pi x/48$ term and opposite in sign.

For larger $Z$, the point-nucleus $1s$ values of $F$ are given below. Nuclear size changes them beyond the digits shown: a spherical-shell nucleus of radius 4.65 fm or 5.46 fm moves the full Uehling value to $-0.2507$ at $Z=50$ and to $-0.3244$ (2%) at $Z=80$.

| $Z$ | $5\pi x/48$ | Uehling $x^2$ | leading WK | two-term Uehling | full Uehling |
|---:|---:|---:|---:|---:|---:|
| 20 | 0.0478 | −0.0244 | 0.0012 | −0.2189 | −0.2409 |
| 50 | 0.1194 | −0.1201 | 0.0075 | −0.1473 | −0.2513 |
| 80 | 0.1910 | −0.2648 | 0.0193 | −0.0756 | −0.3310 |

At $Z=50$ the $x^2$ terms already cancel the linear one. At $Z=80$ the two-term result misses the full Uehling value by 77% of that value. The $5\pi/48$ term is then useful as a coefficient in the small-$x$ expansion, but the two-term sum is not a usable estimate. The leading Wichmann–Kroll entry likewise indicates a size there, since higher powers of $x$ have been dropped. The numerical output below gives further digits and the partial-wave checks.

## Values computed for the example and the checks

```
alpha = 0.0072973526 (dimensionless)
Uehling leading coefficient = -0.26666667 (dimensionless)
Uehling next coefficient 5 pi/48 = 0.32724923 (dimensionless)
Dirac 1s extracted slope = 0.327245 (dimensionless)
Dirac 2s extracted slope = 0.327244 (dimensionless)
Dirac 3s extracted slope = 0.327244 (dimensionless)
1s Uehling x^2 constant = -0.63357345 (dimensionless)
Green test u=0.6, k=1: moment at R=80 0.437154, corrected error -7.8e-07 (Compton units)
Green test u=0.9, k=2: moment at R=80 0.914055, corrected error -6.4e-08 (Compton units)
k M_k for k=1: -0.03415526 (dimensionless)
k M_k for k=2: -0.00504145 (dimensionless)
k M_k for k=3: -0.00156778 (dimensionless)
sum of k M_k = -0.0425109889 (dimensionless)
WK coefficient from partial waves = 0.0566813185 (dimensionless)
WK coefficient closed form = 0.0566813185 (dimensionless)
WK/next Uehling = 0.173205 times Z alpha (dimensionless)
formal equality at Z alpha = 5.7735 (dimensionless)
1s scaled shifts F (all dimensionless)
Z=1: Z alpha=0.0072974, next=0.00238805, Uehling x^2=-0.00010361
Z=1: WK leading=0.00000302, full Uehling=-0.26438143
Z=1: two-term Uehling=-0.26427861, three-order Uehling=-0.26438222
Z=20: Z alpha=0.1459471, next=0.04776106, Uehling x^2=-0.02442696
Z=20: WK leading=0.00120734, full Uehling=-0.24091437
Z=20: two-term Uehling=-0.21890561, three-order Uehling=-0.24333257
Z=50: Z alpha=0.3648676, next=0.11940265, Uehling x^2=-0.12013935
Z=50: WK leading=0.00754589, full Uehling=-0.25133391
Z=50: two-term Uehling=-0.14726401, three-order Uehling=-0.26740337
Z=80: Z alpha=0.5837882, next=0.19104424, Uehling x^2=-0.26484173
Z=80: WK leading=0.01931748, full Uehling=-0.33102497
Z=80: two-term Uehling=-0.07562242, three-order Uehling=-0.34046415
hydrogen 1s scale = 813.862703 MHz
hydrogen leading Uehling = -217.030054 MHz
hydrogen next Uehling = 1.943547 MHz
hydrogen Uehling x^2 terms = -0.084323 MHz
hydrogen leading WK = 0.002457 MHz
hydrogen full Uehling = -215.170186 MHz
```
